# Coupled-Cluster Cauchy Moments by Recursion and Padé Approximants for the Polarizability: verification in Python

```python
"""Cauchy moments and Pade approximants from coupled-cluster linear response.

Result under test: with A C_0 = -xi and A C_n = C_(n-1),
  a_k = -[2 eta.C_2k + sum_n (-1)^n C_n.F.C_(2k-n)],
  alpha(omega) = sum_k a_k (hbar omega)^(2k),
  S(-2k-2) = (m_e/e^2) hbar^(2k) a_k.
A: coupled-cluster Jacobian; xi, eta: right and left dipole vectors;
F: second derivative of the Lagrangian with respect to the amplitudes.
Pade approximants in omega^2 continue the series.
Operators are matrices in the full determinant space (Sz = 0).
Internal work uses hbar = e = m_e = 1; the helium results are printed in SI.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import lu_factor, lu_solve
from pyscf import gto, scf, ao2mo


def string_operators(norb, nel):
    """Matrices of a_p^dagger a_q between strings of one spin."""
    strings = list(combinations(range(norb), nel))
    index = {s: i for i, s in enumerate(strings)}
    ops = np.zeros((norb, norb, len(strings), len(strings)))
    for col, s in enumerate(strings):
        for pos, q in enumerate(s):
            rest = s[:pos] + s[pos + 1:]
            for p in range(norb):
                if p not in rest:
                    new = tuple(sorted(rest + (p,)))
                    ops[p, q, index[new], col] = (-1) ** (pos + new.index(p))
    return ops


def build_system(h, eri, dip, nel):
    """Hamiltonian, dipole and single+double excitation operators.
    nel is the number of electrons of each spin."""
    norb = len(h)
    ops = string_operators(norb, nel)
    one = np.eye(ops.shape[2])
    dim = len(one) ** 2
    up = np.zeros((norb, norb, dim, dim))
    down = np.zeros_like(up)
    for p in range(norb):
        for q in range(norb):
            up[p, q] = np.kron(ops[p, q], one)
            down[p, q] = np.kron(one, ops[p, q])
    both = up + down
    h_eff = h - 0.5 * np.einsum('pqqs->ps', eri)
    ham = np.tensordot(h_eff, both, 2)
    dressed = np.tensordot(eri, both, axes=([2, 3], [0, 1]))
    ham = ham + 0.5 * np.matmul(both, dressed).sum(axis=(0, 1))
    dipole = np.tensordot(dip, both, 2)
    pairs = [(a, i) for i in range(nel) for a in range(nel, norb)]
    tau = [spin[a, i] for spin in (up, down) for a, i in pairs]
    for spin in (up, down):
        for i, j in combinations(range(nel), 2):
            for a, b in combinations(range(nel, norb), 2):
                tau.append(spin[a, i] @ spin[b, j])
    tau += [up[a, i] @ down[b, j] for a, i in pairs for b, j in pairs]
    return ham, dipole, np.array(tau)


def transform(op, t, tau):
    """exp(-T) op exp(T); T^5 = 0 for at most four electrons."""
    T = np.tensordot(t, tau, 1)
    T2 = T @ T / 2
    T3 = T2 @ T / 3
    T4 = T3 @ T / 4
    even = np.eye(len(T)) + T2 + T4
    odd = T + T3
    return (even - odd) @ op @ (even + odd)


def left_derivative(opbar, bra, tau):
    """<bra|[opbar, tau_nu]|R> for all nu; |R> is basis vector 0."""
    bra_tau = np.tensordot(tau, bra, axes=([1], [0]))
    return tau[:, :, 0] @ (bra @ opbar) - bra_tau @ opbar[:, 0]


def jacobian(hbar_op, tau):
    kets = tau[:, :, 0]
    return kets @ hbar_op @ kets.T - kets @ (tau @ hbar_op[:, 0]).T


def solve_cc(ham, tau):
    """Newton solution of the amplitude equations."""
    t = np.zeros(len(tau))
    for _ in range(60):
        hb = transform(ham, t, tau)
        residual = tau[:, :, 0] @ hb[:, 0]
        if np.linalg.norm(residual) < 1e-12:
            return t, hb
        t = t - np.linalg.solve(jacobian(hb, tau), residual)
    raise RuntimeError("amplitude equations not converged")


class Response:
    def __init__(self, ham, dipole, tau):
        self.t, hb = solve_cc(ham, tau)
        self.energy = hb[0, 0]
        kets = tau[:, :, 0]
        self.A = jacobian(hb, tau)
        ref = np.eye(len(ham))[0]
        self.lam = np.linalg.solve(self.A.T, -left_derivative(hb, ref, tau))
        bra = ref + self.lam @ kets
        db = transform(dipole, self.t, tau)
        self.xi = kets @ db[:, 0]
        self.eta = left_derivative(db, bra, tau)
        bra_tau = np.tensordot(tau, bra, axes=([1], [0]))
        brah_tau = np.tensordot(tau, bra @ hb, axes=([1], [0]))
        mixed = bra_tau @ hb @ kets.T
        self.F = (brah_tau @ kets.T - mixed - mixed.T
                  + bra_tau @ (tau @ hb[:, 0]).T)

    def amplitudes(self, w):
        return np.linalg.solve(self.A - w * np.eye(len(self.A)), -self.xi)

    def alpha(self, w, use_F=True):
        tp, tm = self.amplitudes(w), self.amplitudes(-w)
        value = self.eta @ (tp + tm)
        if use_F:
            value = value + tp @ self.F @ tm
        return -value

    def moments(self, count):
        """Recursive solution with one factorization of A."""
        lu = lu_factor(self.A)
        C = [lu_solve(lu, -self.xi)]
        for _ in range(2 * count - 2):
            C.append(lu_solve(lu, C[-1]))
        return np.array([-(2 * self.eta @ C[2 * k] + sum(
            (-1) ** n * C[n] @ self.F @ C[2 * k - n]
            for n in range(2 * k + 1))) for k in range(count)])


def pade(c, L, M):
    """Ascending numerator and denominator coefficients of [L/M]."""
    def coef(k):
        return c[k] if k >= 0 else 0.0
    mat = np.array([[coef(L + i - j) for j in range(1, M + 1)]
                    for i in range(1, M + 1)])
    rhs = -np.array([coef(L + i) for i in range(1, M + 1)])
    q = np.concatenate(([1.0], np.linalg.solve(mat, rhs)))
    p = np.array([sum(q[j] * coef(k - j) for j in range(min(k, M) + 1))
                  for k in range(L + 1)])
    return p, q


def pade_value(c, L, M, y):
    p, q = pade(c, L, M)
    return np.polyval(p[::-1], y) / np.polyval(q[::-1], y)


def scaled(a):
    """Scale so that the first two series coefficients equal one."""
    ws2 = a[0] / a[1]
    return ws2, a * ws2 ** np.arange(len(a)) / a[0]


# ---------- helium atom: CCSD is complete for two electrons ----------
mol = gto.M(atom='He 0 0 0', basis='aug-cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
mo = mf.mo_coeff
norb = mo.shape[1]
h_he = mo.T @ mf.get_hcore() @ mo
eri_he = ao2mo.restore(1, ao2mo.kernel(mol, mo), norb)
dip_he = -mo.T @ mol.intor('int1e_r')[2] @ mo
ham, dipole, tau = build_system(h_he, eri_he, dip_he, 1)
he = Response(ham, dipole, tau)
K = 9
a = he.moments(K)

# independent road: diagonalization and explicit sum over states
levels, states = np.linalg.eigh(ham)
gaps = levels[1:] - levels[0]
strength = (states[:, 1:].T @ dipole @ states[:, 0]) ** 2
a_sos = np.array([2 * np.sum(strength / gaps ** (2 * k + 1))
                  for k in range(K)])
assert abs(he.energy - levels[0]) < 1e-9
moment_error = np.max(np.abs(a / a_sos - 1))
assert moment_error < 1e-7
active = strength > 1e-9
w1 = gaps[active].min()
n_poles = len(np.unique(np.round(gaps[active], 6)))
f_sum = np.sum(2 * gaps * strength)

E_h = const.physical_constants['Hartree energy'][0]
a_0 = const.physical_constants['Bohr radius'][0]
t_au = const.hbar / E_h
alpha_au = const.e ** 2 * a_0 ** 2 / E_h
S = a * t_au ** (2 * np.arange(K) + 2)
assert abs(const.e ** 2 / const.m_e * S[0] / (a[0] * alpha_au) - 1) < 1e-7

omega_real, omega_imag = 3.0e16, 1.0e17
wr, wi = omega_real * t_au, omega_imag * t_au
assert wr < w1 < wi


def sum_over_states(w_squared):
    return np.sum(2 * gaps * strength / (gaps ** 2 - w_squared))


exact_r, exact_i = sum_over_states(wr ** 2), sum_over_states(-wi ** 2)
assert abs(he.alpha(wr) / exact_r - 1) < 1e-8
assert abs(he.alpha(1j * wi) / exact_i - 1) < 1e-8
ws2, c = scaled(a)
orders = range(1, 5)
low_r, diag_r, low_i, diag_i = [np.array(
    [a[0] * pade_value(c, n - shift, n, x / ws2) for n in orders])
    for x, shift in ((wr ** 2, 1), (wr ** 2, 0), (-wi ** 2, 1), (-wi ** 2, 0))]
slack = 1e-7 * a[0]      # rounding in the small Hankel systems
assert np.all(low_i <= exact_i + slack) and np.all(diag_i >= exact_i - slack)
assert np.all(np.diff(low_i) > -slack) and np.all(np.diff(diag_i) < slack)
for seq in (low_r, diag_r):
    assert np.all(seq <= exact_r + slack) and np.all(np.diff(seq) > -slack)
assert abs(low_r[-1] / exact_r - 1) < 1e-4
assert (diag_i[-1] - low_i[-1]) / exact_i < 0.02
poles = np.array([np.sqrt(ws2 * np.min(np.roots(
    pade(c, n - 1, n)[1][::-1]).real)) for n in orders])
assert np.all(poles >= w1 * (1 - 1e-6)) and np.all(np.diff(poles) < 1e-6)
series_r = np.cumsum(a * wr ** (2 * np.arange(K)))
series_i = np.cumsum(a * (-wi ** 2) ** np.arange(K))
assert abs(series_i[-1] - exact_i) > 100 * abs(series_i[1] - exact_i)
assert abs(series_r[-1] - exact_r) > abs(diag_r[-1] - exact_r)
he_noF = he.alpha(0.0, use_F=False)
assert abs(he_noF / a_sos[0] - 1) > 1e-4

# ---------- four-site model: CCSD is truncated, not exact ----------
site_h = np.diag([0.0, 0.3, -0.2, 0.1])
for i, hop in enumerate((1.2, 0.8, 1.2)):
    site_h[i, i + 1] = site_h[i + 1, i] = -hop
repulsion = 2.0
orb = np.linalg.eigh(site_h)[1]
eri_m = repulsion * np.einsum('xp,xq,xr,xs->pqrs', orb, orb, orb, orb)
position = np.diag([-1.5, -0.5, 0.5, 1.5])
ham_m, dip_m, tau_m = build_system(orb.T @ site_h @ orb, eri_m,
                                   -orb.T @ position @ orb, 2)
model = Response(ham_m, dip_m, tau_m)
cc_error = model.energy - np.linalg.eigvalsh(ham_m)[0]
assert abs(cc_error) > 1e-6
am = model.moments(K)

# static value from CCSD energies in a finite field
step = 0.005
E = [solve_cc(ham_m - m * step * dip_m, tau_m)[1][0, 0]
     for m in (-2, -1, 0, 1, 2)]
alpha_ff = -(-E[0] + 16 * E[1] - 30 * E[2] + 16 * E[3] - E[4]) / (12 * step**2)
assert abs(alpha_ff / am[0] - 1) < 1e-5

# imaginary-frequency value from real-time propagation after a weak pulse
kappa, dt, nsteps, pulse_length = 1.0, 0.03, 600, 3.0
times = dt * np.arange(nsteps + 1)


def field(time):
    return np.sin(np.pi * time / pulse_length)**4 if time < pulse_length else 0.


def propagate(eps):
    kets = tau_m[:, :, 0]
    nt = len(tau_m)
    ref = np.eye(len(ham_m))[0]

    def rhs(time, y):
        hb = transform(ham_m - eps * field(time) * dip_m, y[:nt], tau_m)
        bra = ref + y[nt:] @ kets
        return np.concatenate((-1j * (kets @ hb[:, 0]),
                               1j * left_derivative(hb, bra, tau_m)))

    def moment(y):
        db = transform(dip_m, y[:nt], tau_m)
        return (ref + y[nt:] @ kets) @ db[:, 0]

    y = np.concatenate((model.t, model.lam)).astype(complex)
    signal = [moment(y)]
    for time in times[:-1]:
        k1 = rhs(time, y)
        k2 = rhs(time + dt / 2, y + dt / 2 * k1)
        k3 = rhs(time + dt / 2, y + dt / 2 * k2)
        k4 = rhs(time + dt, y + dt * k3)
        y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        signal.append(moment(y))
    return np.array(signal)


eps = 1e-4
induced = (propagate(eps) - propagate(-eps)) / (2 * eps)
decay = np.exp(-kappa * times)
alpha_time = (simpson(induced * decay, x=times)
              / simpson(np.array([field(s) for s in times]) * decay, x=times))
alpha_resp = model.alpha(1j * kappa)
assert abs(alpha_time - alpha_resp) < 2e-5 * abs(alpha_resp)
model_noF = model.alpha(1j * kappa, use_F=False).real
assert abs(model_noF - alpha_time) > 1e-3 * abs(alpha_time)
ws2m, cm = scaled(am)
pade_m = am[0] * pade_value(cm, 3, 4, -kappa ** 2 / ws2m)
assert abs(pade_m - alpha_time) < 1e-4 * abs(alpha_time)

# simple-pole form of the truncated response function
w_cc, right = np.linalg.eig(model.A)
left_xi = np.linalg.solve(right, model.xi.astype(complex))
res = np.array([(model.eta + model.F @ model.amplitudes(-w)) @ right[:, i]
                * left_xi[i] for i, w in enumerate(w_cc)])
for w in (0.4, 1j * kappa, 3j):
    pole_sum = np.sum(2 * w_cc * res / (w_cc ** 2 - w ** 2))
    assert abs(pole_sum - model.alpha(w)) < 1e-7 * abs(model.alpha(w))

# ---------- printed results ----------
u = alpha_au / 1e-41
print("He, CCSD/aug-cc-pVDZ; alpha in 1e-41 C^2 m^2/J")
print(f"orbitals {norb}, amplitudes {len(tau)}, linear solves {2 * K - 1}")
print(f"CCSD energy = {he.energy * E_h:.8e} J")
print(f"first dipole pole = {w1 / t_au:.6e} rad/s")
print(f"distinct dipole poles = {n_poles}, sum of f = {f_sum:.5f}")
for k in range(K):
    print(f"S({-2 * k - 2}) = {S[k]:.7e} s^{2 * k + 2}")
print(f"largest relative moment error vs states = {moment_error:.1e}")
print(f"alpha(0) = {a[0] * u:.6f} = {a[0]:.6f} atomic units")
print(f"alpha(0) without F = {he_noF * u:.6f}")
print(f"omega_s = {np.sqrt(ws2) / t_au:.6e} rad/s")
print(f"c_2 = {c[2]:.7f}, c_3 = {c[3]:.7f} (dimensionless)")
p12, q12 = pade(c, 1, 2)
print(f"[1/2]: p_1 = {p12[1]:.6f}, q_1 = {q12[1]:.6f}, q_2 = {q12[2]:.6f}")
print(f"real omega = {omega_real:.1e} rad/s, y = {wr**2 / ws2:.6f}")
print(f"  sum over states {exact_r * u:.6f}, 9-term series "
      f"{series_r[-1] * u:.6f}")
for n in orders:
    print(f"  [{n-1}/{n}] {low_r[n-1]*u:.6f}  [{n}/{n}] {diag_r[n-1]*u:.6f}")
print(f"imaginary, omega = {omega_imag:.1e} rad/s, y = {-wi**2 / ws2:.6f}")
print(f"  sum over states {exact_i * u:.6f}, 2-term series "
      f"{series_i[1] * u:.4f}, 9-term {series_i[-1] * u:.4e}")
for n in orders:
    print(f"  [{n-1}/{n}] {low_i[n-1]*u:.6f}  [{n}/{n}] {diag_i[n-1]*u:.6f}")
for n in orders:
    print(f"lowest pole of [{n-1}/{n}] = {poles[n-1] / t_au:.6e} rad/s")
print("Four-site model, CCSD, dimensionless units")
print(f"CCSD minus exact energy = {cc_error:.3e}")
print(f"alpha(0): recursion {am[0]:.7f}, finite field {alpha_ff:.7f}")
print(f"alpha(i {kappa:.1f}): response {alpha_resp.real:.7f}, "
      f"time propagation {alpha_time.real:.7f}")
print(f"  Pade [3/4] {pade_m:.7f}, without F {model_noF:.7f}")
print(f"smallest pole strength r = {res.real.min():.3e}, "
      f"largest r = {res.real.max():.3e}")
print(f"largest |Im w| of Jacobian = {np.abs(w_cc.imag).max():.1e}")
print("all tests passed")
```

Output:

```
He, CCSD/aug-cc-pVDZ; alpha in 1e-41 C^2 m^2/J
orbitals 9, amplitudes 80, linear solves 17
CCSD energy = -1.25976938e-17 J
first dipole pole = 4.157907e+16 rad/s
distinct dipole poles = 6, sum of f = 2.02197
S(-2) = 7.9710442e-34 s^2
S(-4) = 4.4117371e-67 s^4
S(-6) = 2.5408680e-100 s^6
S(-8) = 1.4690652e-133 s^8
S(-10) = 8.4970860e-167 s^10
S(-12) = 4.9149342e-200 s^12
S(-14) = 2.8429404e-233 s^14
S(-16) = 1.6444404e-266 s^16
S(-18) = 9.5119282e-300 s^18
largest relative moment error vs states = 9.3e-15
alpha(0) = 2.246193 = 1.362338 atomic units
alpha(0) without F = 2.303825
omega_s = 4.250625e+16 rad/s
c_2 = 1.0405862, c_3 = 1.0870327 (dimensionless)
[1/2]: p_1 = -0.144392, q_1 = -1.144392, q_2 = 0.103805
real omega = 3.0e+16 rad/s, y = 0.498123
  sum over states 4.574509, 9-term series 4.561980
  [0/1] 4.475587  [1/1] 4.569163
  [1/2] 4.574492  [2/2] 4.574508
  [2/3] 4.574509  [3/3] 4.574509
  [3/4] 4.574509  [4/4] 4.574509
imaginary, omega = 1.0e+17 rad/s, y = -5.534704
  sum over states 0.384608, 2-term series -10.1858, 9-term 2.2853e+06
  [0/1] 0.343733  [1/1] 0.406957
  [1/2] 0.384380  [2/2] 0.384834
  [2/3] 0.384607  [3/3] 0.384609
  [3/4] 0.384608  [4/4] 0.384608
lowest pole of [0/1] = 4.250625e+16 rad/s
lowest pole of [1/2] = 4.157974e+16 rad/s
lowest pole of [2/3] = 4.157907e+16 rad/s
lowest pole of [3/4] = 4.157907e+16 rad/s
Four-site model, CCSD, dimensionless units
CCSD minus exact energy = 6.169e-04
alpha(0): recursion 0.6422500, finite field 0.6422500
alpha(i 1.0): response 0.5560015, time propagation 0.5560014
  Pade [3/4] 0.5560015, without F 0.6528999
smallest pole strength r = -4.875e-31, largest r = 3.710e-01
largest |Im w| of Jacobian = 0.0e+00
all tests passed
```
